# Designing a magnetron field solver: loops, flux contours and the racetrack

Two electrons leave the face of a small magnetron target at rest, one at radius 14.4 mm and the other at 22.4 mm. Followed for 200 ns through the computed magnetic field and a model sheath, they have the same mean radius, 18.8 mm. The horizontal magnetic field is not strongest there: along the target surface it is 38.6 mT at 15 mm and 35.5 mT at 18.4 mm. What singles out a ring near 18 mm, and how should a field program find it?

The magnetron is a round planar one. A central magnet of radius 9 mm points up, and a ring magnet between radii 30 and 34 mm points down. Both are 15 mm high, have a remanence of 1.2 T and stand on an iron yoke. The target has a radius of 38 mm, and its surface, $z=0$, lies 15 mm above the magnet tops. The $z$ axis points into the plasma.

## The naive scheme and its three faults

The obvious program replaces the magnets by current loops, sums the Biot–Savart law round each loop, follows the field arrows in short steps to draw lines, and marks the racetrack where the horizontal field is largest.

First, it needs a numerical integral for every loop at every point. Second, its lines drift. A straight step of length $h$ leaves a line of curvature $\kappa$ by about $\kappa h^2/2$. With the curvature found below, 0.11 per mm, a 1 mm step misses by 0.06 mm, and along an arch these misses have the same sense. Third, the largest horizontal field is the wrong criterion, as the numbers above suggest.

One scalar function cures all three.

## A function that labels the lines

With azimuthal currents the vector potential has the single component $A_\phi(r,z)$. Define $\psi=rA_\phi$. Then $\mathbf B=\nabla\times\mathbf A$ gives

$$B_r=-\frac1r\frac{\partial\psi}{\partial z},\qquad B_z=\frac1r\frac{\partial\psi}{\partial r}.$$

The change of $\psi$ along the field is therefore

$$\mathbf B\cdot\nabla\psi=\frac1r\left(-\frac{\partial\psi}{\partial z}\frac{\partial\psi}{\partial r}+\frac{\partial\psi}{\partial r}\frac{\partial\psi}{\partial z}\right)=0 .$$

Each field line lies on a contour of $\psi$. By Stokes' theorem the flux through a disc of radius $r$ is $2\pi rA_\phi=2\pi\psi$.

The factor $r$ matters. Since $A_\phi=\psi/r$, one has $\mathbf B\cdot\nabla A_\phi=-A_\phi B_r/r$, so contours of $A_\phi$ are not field lines where $B_r\neq0$. Where $\partial A_\phi/\partial r=0$, the vertical field is $B_z=A_\phi/r$, not zero. In the example $A_\phi$ peaks on the surface at 13.7 mm, nearly 5 mm inside the place where the field is horizontal.

## One loop without numerical integration

Take a loop of radius $a$ and current $I$ at height $z_0$, and let $\zeta=z-z_0$. Then

$$A_\phi=\frac{\mu_0Ia}{4\pi}\int_0^{2\pi}\frac{\cos\alpha\,d\alpha}{\sqrt{a^2+r^2+\zeta^2-2ar\cos\alpha}} .$$

Put $\alpha=\pi-2\theta$, so that $\cos\alpha=2\sin^2\theta-1$. With

$$s^2=(a+r)^2+\zeta^2,\quad m=k^2=\frac{4ar}{s^2},\quad \Delta=\sqrt{1-m\sin^2\theta},$$

the root becomes $s\Delta$. The two halves of the loop contribute equally and $|d\alpha|=2d\theta$, so

$$A_\phi=\frac{\mu_0Ia}{\pi s}\int_0^{\pi/2}\frac{2\sin^2\theta-1}{\Delta}\,d\theta .$$

Let $K=\int_0^{\pi/2}d\theta/\Delta$ and $E=\int_0^{\pi/2}\Delta\,d\theta$ be the complete elliptic integrals. Because $\sin^2\theta=(1-\Delta^2)/m$, the integral equals $2(K-E)/m-K=(2/m)[(1-m/2)K-E]$. Multiplying by $r$ and using $ar=ms^2/4$,

$$\psi=\frac{\mu_0Is}{2\pi}\,G,\qquad G=\left(1-\frac m2\right)K-E .$$

The field needs $dG/dm$. Differentiating under the integral gives

$$\frac{dE}{dm}=-\frac12\int_0^{\pi/2}\frac{\sin^2\theta}{\Delta}d\theta=\frac{E-K}{2m},\qquad \frac{dK}{dm}=\frac12\int_0^{\pi/2}\frac{\sin^2\theta}{\Delta^3}d\theta=\frac1{2m}\left(\int_0^{\pi/2}\frac{d\theta}{\Delta^3}-K\right).$$

The last integral follows from the identity

$$\frac{d}{d\theta}\,\frac{m\sin\theta\cos\theta}{\Delta}=\Delta-\frac{1-m}{\Delta^3}.$$

To verify it, write $x=\sin^2\theta$ and multiply by $\Delta^3$: both sides become $m-2mx+m^2x^2$. The left side integrates to zero between $0$ and $\pi/2$, so $\int d\theta/\Delta^3=E/(1-m)$. Hence

$$\frac{dG}{dm}=-\frac K2+\frac1{2m}\left[\left(1-\frac m2\right)\left(\frac E{1-m}-K\right)-E+K\right]=\frac14\left(\frac E{1-m}-K\right).$$

Let $d^2=(a-r)^2+\zeta^2$, so that $1-m=d^2/s^2$, and let $q=a^2+r^2+\zeta^2=s^2-2ar$. From $\partial s/\partial z=\zeta/s$ and $\partial m/\partial z=-2m\zeta/s^2$,

$$\frac{\partial(sG)}{\partial z}=\frac\zeta s\left(G-2m\frac{dG}{dm}\right)=\frac\zeta s\left[K-\frac{2-m}{2(1-m)}E\right]=\frac\zeta s\left(K-\frac q{d^2}E\right).$$

For the radial derivative, $\partial s/\partial r=(a+r)/s$ and $\partial m/\partial r=m/r-2m(a+r)/s^2$. The same bracket appears, with one extra term $(sm/r)\,dG/dm=(a/s)(s^2E/d^2-K)$:

$$\frac{\partial(sG)}{\partial r}=\frac1s\left[rK+\frac{as^2-(a+r)q}{d^2}E\right]=\frac rs\left[K+\frac{a^2-r^2-\zeta^2}{d^2}E\right],$$

because $as^2=aq+2a^2r$. The components are therefore

$$B_z=\frac{\mu_0I}{2\pi s}\left[K+\frac{a^2-r^2-\zeta^2}{d^2}E\right],\qquad B_r=\frac{\mu_0I\zeta}{2\pi rs}\left[-K+\frac q{d^2}E\right].$$

Take $a=20$ mm, $I=1000$ A, $r=15$ mm and $\zeta=10$ mm. Then $s^2=35^2+10^2=1325$ mm², $s=36.40$ mm and $k^2=1200/1325=0.9057$, for which $K=2.6055$ and $E=1.1001$. The prefactor $\mu_0I/(2\pi s)$ is 5.494 mT. Thus $B_z=5.494\,(2.6055+0.6\times1.1001)=17.9$ mT and $B_r=5.494\times\frac{10}{15}\,(-2.6055+5.8\times1.1001)=13.8$ mT.

Near the axis $m$ is small, and expansion of $K$ and $E$ gives $G\simeq\pi m^2/32$: terms of order one cancel down to order $m^2$, so the relative rounding error of $G$ grows as $1/m^2$. There the program should use the limit

$$\psi\simeq\frac{\mu_0Ia^2r^2}{4(a^2+\zeta^2)^{3/2}}=\frac{r^2}2B_z(0,z).$$

At the other end, $d\to0$, the field diverges as at any thin wire. The loop model is meant for points well away from the magnet sides.

## From magnets to loops

A uniformly magnetised body acts outside like its surface current $\mathbf M\times\hat{\mathbf n}$, with $M=1.2\ \mathrm T/\mu_0=9.5\times10^5$ A/m here. The side of the central magnet carries $+M$ along $\hat\phi$. The downward ring carries $-M$ on its outer side and $+M$ on its inner side. The magnetisation is taken as rigid.

An ideally permeable yoke admits no tangential field at its face. Since $B_r$ of a loop is odd in $\zeta$, an equal loop with the same current sense, mirrored in the face, cancels it there. If the face is treated as an infinite plane, each magnet simply becomes twice as long, from $z=-15$ to $-45$ mm. Each of the three current sheets is represented by 40 loops at Gauss–Legendre points, with currents $M$ times the quadrature weights. The field on the target surface is then:

| $r$ (mm) | $\psi$ (T mm²) | $B_r$ (mT) | $B_z$ (mT) |
|---|---|---|---|
| 10 | 2.62 | 36.4 | 38.6 |
| 15 | 4.23 | 38.6 | 14.7 |
| 20 | 4.53 | 33.1 | −6.2 |
| 25 | 2.82 | 22.1 | −22.7 |
| 30 | −1.06 | 6.3 | −32.0 |

## The racetrack, and a condition on its root

On the surface $\partial\psi/\partial r=rB_z$. Away from the axis this derivative vanishes where the field is parallel to the target. The table brackets the root, and linear interpolation gives $15+5\times14.7/(14.7+6.2)=18.5$ mm. Bracketed root finding on the loop formula gives $r_R=18.4$ mm, where $B_r=35.5$ mT and $\psi$ reaches its surface maximum of 4.63 T mm². The flux through that disc is $2\pi\times4.63=29.1$ µWb.

A parallel field alone does not make an electron trap: the line must bend down to the target on both sides. Near the root, a displacement $\delta$ along $r$ and a height $z$ on the same contour satisfy, to leading order,

$$\frac12\frac{\partial^2\psi}{\partial r^2}\delta^2+\frac{\partial\psi}{\partial z}z=0 .$$

At the root $\partial^2\psi/\partial r^2=r\,\partial B_z/\partial r$, because $B_z=0$ there, and $\partial\psi/\partial z=-rB_r$. The curvature of the line is therefore

$$\frac{d^2z}{dr^2}=\frac1{B_r}\frac{\partial B_z}{\partial r}=\frac1{B_r}\frac{\partial B_r}{\partial z},$$

where the last step uses $\nabla\times\mathbf B=0$ outside the currents. An arch needs a negative value, which means that $|B_r|$ must fall with height. Here it is −0.11 per mm, a radius of curvature of 8.8 mm.

A single 20 mm loop shows what the condition excludes. Placed 10 mm below the surface it gives a root at 25.2 mm with curvature −0.081 per mm. Placed 10 mm above, it gives the same root with +0.081 per mm: near the root the lines form a dish, concave towards the plasma, instead of an arch. The program must also keep to the target. The magnetron has another root at 61.6 mm, beyond the target edge.

## Tracing lines by solving, not stepping

To draw a line, choose $\psi_1$ between zero and the surface maximum, find its two feet on either side of $r_R$, and at each radius between them solve $\psi(r,z)=\psi_1$ for $z$. While $B_r>0$, $\psi$ falls steadily with height and the solution is unique. Each point is solved afresh, so errors do not accumulate. Where $B_r$ changes sign along a line, $r$ no longer serves as the parameter and one should solve for $r$ at given $z$.

For $\psi_1=0.6\times4.63=2.78$ T mm² the feet are at 10.4 and 25.1 mm. Heights between them are 1.95 mm at $r=12.9$ mm, 3.07 mm at 15.3 mm, 3.11 mm at 20.2 mm and 2.01 mm at 22.6 mm. The top lies 3.45 mm above the target at $r=17.8$ mm, so the place where $B_z=0$ moves inward with height.

The ring has the larger pole area, $34^2-30^2=256$ against $9^2=81$ in units of $\pi$ mm², so this magnetron is unbalanced. On the axis the ring's field overtakes that of the centre at a null 21.9 mm above the target. The contour $\psi=0$ through that null lands at $r=28.9$ mm. Lines rising from the target inside this foot return to it. Lines starting outside it do not belong to these arches.

## Why the orbits centre near the root

The magnetic torque on an electron of charge $-e$ is

$$\frac{d}{dt}(mrv_\phi)=-er(v_zB_r-v_rB_z)=e\left(v_z\frac{\partial\psi}{\partial z}+v_r\frac{\partial\psi}{\partial r}\right)=e\frac{d\psi}{dt},$$

where $m$ is now the electron mass. An axisymmetric electrostatic field has no azimuthal component and adds no torque, so $mrv_\phi-e\psi$ is conserved. An electron starting at rest on $\psi_0$ then obeys

$$|\psi-\psi_0|=\frac{mr|v_\phi|}e\le\frac{mrv}e .$$

At the full sheath voltage, 350 V, the gyroradius in 35.5 mT is 1.78 mm, so $mv/e=35.5\times1.78=63$ mT mm. At the separatrix foot the bound is $0.063\times28.9=1.8$ T mm². Both electrons start where $\psi_0$ exceeds 2.6 T mm², so without collisions or added energy neither can reach that foot.

This limits how far the electrons can stray across the field lines, but does not yet explain the common mean radius. At both ends of the arch the electrons are turned back. Their gyroradius is comparable with the sheath thickness, so they dip in and out of the sheath, spending about a third of their time in it, and their extreme radii mostly lie just above it. The sheath's electric force points away from the target, and on either side of $r_R$ its component along the sloping field line points up the arch, towards the crown. The magnetic field, stronger at the ends of the arch than over its crown, also tends to reflect them; the shares of the two effects are not separated here. The orbits were integrated with a time step of 10 ps in the potential $-350\,(1-z/s_0)^2$ V, with $s_0=1$ mm and zero potential above the sheath. The inner electron ranged from 14.4 to 23.1 mm and the outer from 15.1 to 22.5 mm, with mean heights of 1.3 and 1.6 mm. Meanwhile they circled the axis 8.7 and 7.9 times in the same sense, that of $\mathbf E\times\mathbf B$.

Their mean radius is about 0.4 mm outside $r_R$, although at their mean height $B_z$ vanishes at 18.2 mm, slightly inside it. These two orbits do not identify the cause of that offset. Nor does either electron linger at its mean radius: each spreads its time over most of its range. The ring appears when orbits of different widths are added. For 17 starts from 11 to 27 mm, weighted by target area, about 30 % of the time falls between 18 and 20 mm, against 17 to 18 % in each neighbouring 2 mm band. In this model the root is thus a good estimate of the ring's centre, not an exact law. The orbits last 200 ns because they start at rest: real secondary electrons leave with a few eV, and without a collision such an electron can fall back on the target within about 20 ns.

Ions turn this ring into a groove if they land below their birthplace. An argon ion has a gyroradius $R_i$ of 480 mm at full voltage. Entering at the sheath edge with negligible speed, it soon has a speed proportional to the distance $u$ fallen, and its sideways speed also grows as $u$. Its path slope is the constant $s_0/R_i$, and it lands $s_0^2/R_i\simeq2$ µm aside.

## Beside a real magnetron

The dimensions are roughly those of a three-inch source with neodymium magnets, and a parallel field of some tens of mT is usual for such devices. The real ones break the assumptions as follows, each changed alone from 18.4 mm and 35.5 mT:

- Removing the yoke altogether gives 19.0 mm and 29.7 mT. A finite yoke need not lie between this case and the infinite plane: a thin, ideally permeable disc of radius 38 mm gives about 20.8 mm and 35.4 mT.
- A magnet susceptibility of 0.05, applied to first order with the demagnetising field at mid-height, gives 18.4 mm and 35.2 mT.
- Heating all magnets by 40 K, at a rough −0.12 % per K, scales the field to 33.8 mT and leaves the radius unchanged.
- A drift current of 5 A, a rough value, placed as a thin ring above the root at the electrons' mean height, lowers the surface field to 34.8 mT. It moves the root by less than 0.1 mm, even if the ring is put at the electrons' mean radius instead.
- Erosion by 3 mm, with the new surface treated as flat, gives 18.8 mm and 48.7 mT.

Erosion makes the largest change in field, an increase of 37 %. The finite yoke moves the radius most, by about 2.4 mm, while each of the other changes moves it by less than 0.6 mm. A calculation for a real source should therefore include the actual extent of its yoke. The groove's width and depth profile need what this model lacks: collisions, the plasma's own electric field beyond the sheath, and the transport of ions and sputtered atoms. Saturation of the yoke is also left out.
